# Isolated energy of a Gaussian charge in a layered anisotropic dielectric, part 3

A Gaussian charge $q$ of standard deviation $\sigma$, centred at height $z_0$, lies in a medium with in-plane and normal dielectric profiles $\varepsilon_\parallel(z),\varepsilon_\perp(z)\ge1$, constant for $|z|>b$. In Hartree atomic units with Gaussian electrostatics, its isolated energy is

$$E_{\rm iso}=q^2\int_0^\infty dk\;e^{-k^2\sigma^2}F(k),\qquad F(k)=k\,U(k),\qquad U(k)=\int_{-\infty}^{\infty} g(z)\,u_k(z)\,dz. \tag{1}$$

Here $g(z)=(2\pi\sigma^2)^{-1/2}e^{-(z-z_0)^2/2\sigma^2}$, and $u_k$ is the decaying solution of

$$-\frac{d}{dz}\Big(\varepsilon_\perp\frac{du_k}{dz}\Big)+k^2\varepsilon_\parallel\,u_k=g. \tag{2}$$

The in-plane transforms of charge and potential are $\rho_{\mathbf k}=q\,e^{-k^2\sigma^2/2}g$ and $\phi_{\mathbf k}=4\pi q\,e^{-k^2\sigma^2/2}u_k$. With $\gamma=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, $\bar\varepsilon=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$ and $\pm$ for the outer media,

$$\varepsilon_\perp u_k'(\pm b)=\mp\,k\,\bar\varepsilon_\pm\,u_k(\pm b). \tag{7}$$

With $W_k[v]=2\int gv\,dz-a_k(v,v)$ and $a_k(v,\eta)=\int\big(\varepsilon_\perp v'\eta'+k^2\varepsilon_\parallel v\eta\big)dz$,

$$U(k)=\max_v W_k[v]=a_k(u_k,u_k)>0, \tag{8}$$

so raising a profile cannot increase $U$. In vacuum

$$F_{\rm vac}(k)=\tfrac12\,\mathrm{erfcx}(k\sigma), \tag{13}$$

with $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$, slope $s=\sigma/\sqrt\pi$ and energy $E_{\rm vac}=q^2/(2\sqrt\pi\sigma)$. The lower bound $E_{\rm low}$ is the homogeneous-medium energy at upper bounds of the profiles.

At small $k$, $u_k=a/k+\dots$ and

$$F(0)=\frac1{\bar\varepsilon_++\bar\varepsilon_-}. \tag{16}$$

For vacuum on both sides, with $C(z)=\int_{-\infty}^zg\,dz'$,

$$F(k)=\tfrac12-sk+\dots,\qquad s=\frac{r_0}{2}+\int\Big[\frac14-\frac{(C-\frac12)^2}{\varepsilon_\perp}\Big]dz,\qquad r_0=\tfrac12\int(\varepsilon_\parallel-1)\,dz. \tag{17}$$

For a thin sheet with a thin source in its plane,

$$F_{\rm sheet}(k)=\frac1{2(1+r_0k)}. \tag{18}$$

Numerical values of (1) use linear finite elements on $[-b,b]$ with (7). The closing listing repeats earlier checks for homogeneous media and for a sharp slab $|z|<a$ (there $a$ is the half-thickness), whose images carry powers of $\beta=(\bar\varepsilon-1)/(\bar\varepsilon+1)$.

## The supercell and the failure of extrapolation

In a cubic cell of side $L$ the in-plane integral becomes a sum over $\mathbf G=(2\pi/L)(n_1,n_2)$. The Fourier coefficients of the periodic charge are $\rho_{\mathbf G}(z)/L^2$, those of the potential are $\phi_{\mathbf G}(z)/L^2$, and integration over one cell gives $\tfrac12L^{-2}\sum_{\mathbf G}\int\rho_{\mathbf G}^*\phi_{\mathbf G}\,dz$:

$$E_{\rm per}=\frac{2\pi q^2}{L^2}\sum_{\mathbf G}e^{-G^2\sigma^2}U_{\rm per}(G). \tag{19}$$

Here (2) is solved with $g$ and the profiles repeated with period $L$ in $z$. With $u=\sum_pu_pe^{ipz}$, $p=2\pi m/L$, a product with a profile becomes a convolution with its Fourier coefficients $\tilde\varepsilon$, and the coefficients of $g$ are $\hat g_p/L$ with $\hat g_p=e^{-p^2\sigma^2/2-ipz_0}$. So

$$M_{pp'}=pp'\,\tilde\varepsilon_\perp(p-p')+G^2\,\tilde\varepsilon_\parallel(p-p'),\qquad U_{\rm per}(G)=\frac1L\sum_{pp'}\hat g_p^*\,(M^{-1})_{pp'}\,\hat g_{p'} .$$

At $\mathbf G=0$ the row and column $p=0$ of $M$ vanish and are dropped. This replaces $g$ by $g-1/L$, the uniform neutralizing background. One integration then gives $\varepsilon_\perp u'=-(C-z/L-c)$. Periodicity of $u$ requires $\int(C-z/L-c)/\varepsilon_\perp\,dz=0$, which is the condition that $c$ minimize the expression $U_{\rm per}(0)=\int\varepsilon_\perp u'^2dz=\int(C-z/L-c)^2/\varepsilon_\perp\,dz$ over the cell.

In vacuum $M$ is diagonal and $E_{\rm per}^{\rm vac}=(2\pi q^2/L^3)\sum_{\mathbf K\neq0}e^{-K^2\sigma^2}/K^2$. Its derivative with respect to $\sigma^2$ is $-(2\pi q^2/L^3)\big[\sum_{\mathbf K}e^{-K^2\sigma^2}-1\big]$. Poisson summation turns the full sum into $L^3(4\pi\sigma^2)^{-3/2}\sum_{\mathbf T}e^{-T^2/4\sigma^2}$ over lattice vectors, and only $\mathbf T=0$ matters for $L\gg\sigma$. Since $-2\pi(4\pi\sigma^2)^{-3/2}d(\sigma^2)=-d\sigma/(2\sqrt\pi\sigma^2)$, integration gives

$$E_{\rm per}^{\rm vac}=\frac{q^2}{2\sqrt\pi\sigma}+\frac{2\pi q^2\sigma^2}{L^3}-\frac{\alpha q^2}{2L}.$$

The constant of integration does not depend on $\sigma$, so by dimensions it is proportional to $q^2/L$; this defines the Madelung constant, $\alpha=2.837297$ for the simple cubic lattice.

Now insert a slab of fixed thickness and compare $E_{\rm per}-E_{\rm per}^{\rm vac}$ with $E_{\rm iso}-E_{\rm vac}$. There are three differences. First, by (17) the change $\Delta U=U-U_{\rm vac}$ has no $1/k$ term and tends to $-(s-\sigma/\sqrt\pi)$ at $k=0$. The sum $(2\pi/L^2)\sum_{\mathbf G}e^{-G^2\sigma^2}\Delta U(G)$ over all $\mathbf G$ differs from $\int k\,dk\,e^{-k^2\sigma^2}\Delta U$, by Poisson summation, by the real-space transform at the lattice vectors. The leading non-smooth term of $\Delta U$ is proportional to $|\mathbf k|$, whose transform falls as $T^{-3}$ by scaling, so this difference is of order $L^{-3}$. But the $\mathbf G=0$ member of that sum is absent from (19), and it is $2\pi\Delta U(0)/L^2$. Second, the true $\mathbf G=0$ term changes by an amount bounded by the slab thickness, since $1/\varepsilon_\perp$ differs from 1 only in the slab and the squared bracket is at most of order 1; with the prefactor this is again of order $L^{-2}$. At leading order the bracket is $C-\tfrac12$ inside the slab, and a shift of $c$ enters only at second order because $c$ is a minimizer, so the change is $(2\pi/L^2)\int(C-\tfrac12)^2(1/\varepsilon_\perp-1)\,dz$. The absent member contributes $-2\pi\Delta U(0)/L^2=(2\pi/L^2)\big[r_0/2+\int(C-\tfrac12)^2(1-1/\varepsilon_\perp)\,dz\big]$ by (17). The $\varepsilon_\perp$ integrals cancel, and the first two differences together give $\pi r_0/L^2$. Third, the periodic copies along $z$ add to $U$ terms of size $e^{-GL}/G$, which matter for the first few shells, $G\sim2\pi/L$. The slab alters them by the relative amount $r_0G$, which gives $r_0e^{-GL}$ times $2\pi/L^2$. For these $G$ the slab acts as a sheet, and the normal fields of the copies above and below cancel at the plane of the charge. The periodic vacuum value is $U_0=\coth(GL/2)/2G$, and the sheet changes it by $-2r_0G^2U_0^2=-\tfrac12r_0\coth^2(GL/2)$, against $-\tfrac12r_0$ when isolated. The third difference is therefore $-(\pi r_0/L^2)\sum_{\mathbf G\ne0}\sinh^{-2}(GL/2)=-0.0323\,\pi r_0/L^2$. The whole $L^{-2}$ term is $0.9677\,\pi q^2r_0/L^2$, independent of $\varepsilon_\perp$ and $z_0$. Together,

$$E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2L}+O\!\Big(\frac{q^2r_0}{L^2}\Big), \tag{20}$$

when $r_0$ is the largest length of the slab. The Madelung term is unscreened, in accord with (16). Higher terms come from expanding the response of the slab in powers of $G\sim1/L$, and (18) shows that such an expansion is useful only when $L$ is much larger than $r_0$. For smaller cells the repeated slabs act more like a bulk medium with in-plane average $1+2r_0/L$, which changes from cell to cell. A low-order polynomial in $1/L$ fitted in that range does not extrapolate to $E_{\rm iso}$.

## Worked example

The inputs are chosen for illustration: $q=1$, $\sigma=1.5$ bohr, $\varepsilon_\parallel=1+5\,S(z)$, $\varepsilon_\perp=1+1.5\,S(z)$, with

$$S(z)=\tfrac12\Big[\mathrm{erf}\frac{z+d/2}{\sqrt2w}-\mathrm{erf}\frac{z-d/2}{\sqrt2w}\Big],\qquad d=6\ \text{bohr},\quad w=1\ \text{bohr}.$$

This is a box of width $d$ convolved with a normalized Gaussian of standard deviation $w$, so $\int S\,dz=d$ and $r_0=\tfrac12\times5\times6=15$ bohr. At the centre $\varepsilon_\parallel=5.98650$ and $\varepsilon_\perp=2.49595$. The open boundary was placed at $b=16$ bohr. The charge sits at $z_0=0$, in the layer, or at $z_0=4$ bohr, just above it.

| $k$ (1/bohr) | $F$, $z_0=0$ | $F$, $z_0=4$ | $F_{\rm vac}$ |
|---|---|---|---|
| 0.1 | 0.183638 | 0.219632 | 0.425468 |
| 0.2 | 0.115308 | 0.181318 | 0.367300 |
| 0.5 | 0.056636 | 0.134138 | 0.253469 |
| 1.0 | 0.030953 | 0.089309 | 0.160793 |
| 2.0 | 0.016062 | 0.051038 | 0.089501 |

The same values were computed with plane waves in a box so long that the periodic copies along $z$ are negligible at these $k$. The largest relative differences are $7.3\times10^{-12}$ and $4.1\times10^{-10}$ for the two positions. Every entry lies below the vacuum value, as (8) requires.

Quadrature of (17) gives $s=7.5+1.41297=8.91297$ bohr for $z_0=0$ and $s=7.5+1.70288=9.20288$ bohr for $z_0=4$. The slope was also extracted from the computed $F$, by extrapolating $[1/(2F)-1]/(2k)$, which tends to $s$, to $k=0$ with a parabola through three small wavenumbers. The results are $8.91297$ and $9.20296$ bohr; the second differs from (17) by about one part in $10^5$.

The charge outside the layer has the larger slope, so at the smallest $k$ its $F$ lies below that of the charge inside, while the table shows the opposite order from $k=0.1$ on. The two curves cross. The in-plane part $r_0/2$ does not depend on $z_0$. The perpendicular part does: $\tfrac12-C$ is the normal displacement of the long-wavelength field, and the layer lowers the energy where this field passes through it. A charge outside sends a displacement close to $\tfrac12$ through most of the thickness, while for a charge in the middle the displacement passes through zero at the centre. Beyond linear order the in-plane response weakens with distance from the layer. For the sheet with a thin source at height $z_0$, write $u=e^{-k|z-z_0|}/2k+Be^{-k|z|}$. Integration across the sheet gives $2kB+2r_0k^2u(0)=0$, so $F=ku(z_0)=\tfrac12\big[1-r_0k\,e^{-2kz_0}/(1+r_0k)\big]$. This has the slope $r_0/2$ at every height but grows with height at order $k^2$, by $r_0z_0k^2$. The sheet gives the sign of the effect and not its size for a layer 6 bohr thick. The charge at $z_0=4$ overlaps the edge of the profiles, and its $F$ stays near half of the vacuum value throughout the table. The linear term alone is useless at $k=0.1$, where $0.5-0.891$ is negative. The sheet formula (18) gives $1/(2\times2.5)=0.200$ there, against $0.1836$ for $z_0=0$.

The energies, with $1\ \text{Ha}=27.211386$ eV, are

$$E_{\rm iso}(z_0=0)=0.06797223\times27.211386=1.84962\ \text{eV},$$

$$E_{\rm iso}(z_0=4)=0.10333756\times27.211386=2.81196\ \text{eV}.$$

Halving the number of wavenumbers from 96 to 48 changes them by $-5.2\times10^{-10}$ and $-1.1\times10^{-9}$ Ha. Both lie between $E_{\rm low}=1.1225$ eV, for the homogeneous medium $(6,\,2.5)$, and $E_{\rm vac}=5.1175$ eV.

The periodic energies for $z_0=0$ were computed from (19) with plane waves. The correction is $E_{\rm iso}-E_{\rm per}$; for $L=30$ bohr it is $1.84962-1.16494=0.68468$ eV. All energies in the table are in eV.

| $L$ (bohr) | $E_{\rm per}$ | correction | $\alpha q^2/2L$ |
|---|---|---|---|
| 20 | 0.95116 | 0.89846 | 1.93017 |
| 30 | 1.16494 | 0.68468 | 1.28678 |
| 40 | 1.28491 | 0.56471 | 0.96508 |
| 150 | 1.63784 | 0.21178 | 0.25736 |
| 200 | 1.68354 | 0.16608 | 0.19302 |
| 250 | 1.71296 | 0.13666 | 0.15441 |
| 300 | 1.73352 | 0.11610 | 0.12868 |
| 400 | 1.76036 | 0.08926 | 0.09651 |
| 500 | 1.77712 | 0.07250 | 0.07721 |

The polynomial in $1/L$ that passes through the six large cells extrapolates to $1.84963$ eV, within $9.1\times10^{-6}$ eV of (1). Its linear coefficient corresponds to $\alpha=2.8386$, against $2.837297$, a difference of about $5\times10^{-4}$ of the latter. This confirms (1) and (20) by a route that shares neither the basis nor the boundary condition of the finite-element calculation, at the cost of cells of 10 to 33 times $r_0$.

The remainder, Madelung term minus correction, is $0.15441-0.13666=0.01775$ eV at 250 bohr and $0.07721-0.07250=0.00471$ eV at 500 bohr. The ratio is 3.8, close to the 4 of an $L^{-2}$ law but not yet equal to it. Multiplied by $L^2$ the remainder is about 1180 eV bohr$^2$ at 500 bohr, 1110 at 250 bohr, 640 at 40 bohr and 410 at 20 bohr, against the limit $0.9677\,\pi\times15\times27.211=1241$ eV bohr$^2$, so in small cells two terms of the series are far from enough.

A least-squares straight line in $1/L$ through the cells of 20, 30 and 40 bohr extrapolates to $1.61306$ eV, too low by $0.237$ eV. The parabola through the three points gives $1.69713$ eV, still too low by $0.152$ eV. The slope between 20 and 40 bohr is $(1.28491-0.95116)/(1/20-1/40)=13.35$ eV bohr, while the asymptotic slope is $1.93017\times20=38.60$ eV bohr. The slope is smaller than the asymptotic one by a factor near 2.9, but this is not the screening of any one cell. The Madelung term divided by the correction is 2.15, 1.88 and 1.71 at 20, 30 and 40 bohr, near the in-plane averages $1+2r_0/L$ (2.5, 2.0 and 1.75). Because this factor falls as the cell grows, the correction changes more slowly with $1/L$ than it would for any fixed screening in that range, and a fit that assumes a fixed slope is misled. Adding the unscreened Madelung term errs the other way: at 30 bohr $1.16494+1.28678=2.45172$ eV, too high by $0.60$ eV.

## Where the result does not apply

The separation fails if the dielectric varies within the plane, as at a step, at the edge of a ribbon, or where the defect itself changes the local screening. In-plane anisotropy turns the integral into a two-dimensional one, as described above.

A metal face is not a bounded profile. It is treated by the condition $u=0$ at its surface, which is the limit $\bar\varepsilon_-\to\infty$ of (7); then $F(0)=0$ by (16), and (17) and (20), derived for vacuum on both sides, do not hold. For a dielectric substrate (1), (7) and (16) remain valid, but the slope must be rederived with $a=1/(\bar\varepsilon_++\bar\varepsilon_-)$.

The local description of the medium is an approximation at large $k$, where real screening depends on the wavevector. That region contributes almost equally to $E_{\rm iso}$ and to $E_{\rm per}$ and drops out of the correction, provided both are evaluated with the same $\sigma$, $z_0$ and profiles. $E_{\rm iso}$ alone depends strongly on these: on $z_0$, as the values 1.85 and 2.81 eV show, and on $\sigma$ through the self-energy of the Gaussian, which is a property of the model charge and not of the defect. In a correction it must therefore be paired with its periodic partner. For a charge lying wholly in the vacuum outside the layer, the difference $E_{\rm iso}-E_{\rm vac}$ does not depend on $\sigma$: the layer sees the field of a point charge, and the potential it induces is harmonic over the spherical charge, so its average is its value at the centre. That difference is the image energy of a point charge at $z_0$.

In cubic cells much larger than $r_0$ the correction is governed by small $k$, and at order $L^{-2}$ the profiles enter only through $r_0=\tfrac12\int(\varepsilon_\parallel-1)\,dz$. The $\varepsilon_\perp$ integral of (17) cancels at that order, as shown above (20), so $\varepsilon_\perp$ and $z_0$ first enter the correction at order $L^{-3}$. When the profiles are fitted to the dielectric tensor of a supercell, the in-plane constant of the cell is the arithmetic mean of $\varepsilon_\parallel$, because the tangential field is uniform across the layers, and the normal constant is the harmonic mean of $\varepsilon_\perp$, because the normal displacement is uniform. Using the arithmetic mean for both gives the wrong $\varepsilon_\perp$ profile. Using the cell averages themselves as the constants of the layer gives the wrong $r_0$, and by (20) an error in $r_0$ enters the correction at order $L^{-2}$.

## Numbers as computed

```
1 Ha = 27.211386 eV
inputs: q=1.0, sigma=1.5 bohr, d=6.0 bohr, w=1.0 bohr
inputs: delta_par=5.0, delta_perp=1.5, boundary b=16.0 bohr
eps_par(0)=5.98650, eps_perp(0)=2.49595
hom (6.0,2.5): gamma=1.54919, ebar=3.87298
  closed=0.04125149, 3D Fourier=0.04125149, k-integral=0.04125149 Ha
hom (2.5,6.0): gamma=0.64550, ebar=3.87298
  closed=0.05525615, 3D Fourier=0.05525615, k-integral=0.05525615 Ha
sharp slab: a=8.0, sigma=1.0, z0=1.0 bohr, eps=(6.0,2.5), beta=0.589574
  direct=0.06187723, images=0.00940926, sum=0.07128649 Ha
  k-integral=0.07128649 Ha
z0=0.0 bohr, max rel diff FE vs plane waves = 7.3e-12
  k=0.1 1/bohr: F=0.183638, vacuum F=0.425468
  k=0.2 1/bohr: F=0.115308, vacuum F=0.367300
  k=0.5 1/bohr: F=0.056636, vacuum F=0.253469
  k=1.0 1/bohr: F=0.030953, vacuum F=0.160793
  k=2.0 1/bohr: F=0.016062, vacuum F=0.089501
z0=4.0 bohr, max rel diff FE vs plane waves = 4.1e-10
  k=0.1 1/bohr: F=0.219632, vacuum F=0.425468
  k=0.2 1/bohr: F=0.181318, vacuum F=0.367300
  k=0.5 1/bohr: F=0.134138, vacuum F=0.253469
  k=1.0 1/bohr: F=0.089309, vacuum F=0.160793
  k=2.0 1/bohr: F=0.051038, vacuum F=0.089501
r0 = 15.0000 bohr
bounds: E_vac=0.188063 Ha=5.1175 eV; E_low=0.041251 Ha=1.1225 eV
z0=0.0: s=8.91297 (perp part 1.41297), numeric 8.91297 bohr
z0=0.0: E_iso=0.06797223 Ha=1.84962 eV; 48 vs 96 k: -5.2e-10 Ha
z0=4.0: s=9.20288 (perp part 1.70288), numeric 9.20296 bohr
z0=4.0: E_iso=0.10333756 Ha=2.81196 eV; 48 vs 96 k: -1.1e-09 Ha
L=20 bohr: E_per=0.95116, corr=0.89846, alpha/2L=1.93017 eV
L=30 bohr: E_per=1.16494, corr=0.68468, alpha/2L=1.28678 eV
L=40 bohr: E_per=1.28491, corr=0.56471, alpha/2L=0.96508 eV
L=150 bohr: E_per=1.63784, corr=0.21178, alpha/2L=0.25736 eV
L=200 bohr: E_per=1.68354, corr=0.16608, alpha/2L=0.19302 eV
L=250 bohr: E_per=1.71296, corr=0.13666, alpha/2L=0.15441 eV
L=300 bohr: E_per=1.73352, corr=0.11610, alpha/2L=0.12868 eV
L=400 bohr: E_per=1.76036, corr=0.08926, alpha/2L=0.09651 eV
L=500 bohr: E_per=1.77712, corr=0.07250, alpha/2L=0.07721 eV
large-cell fit: E=1.84963 eV, error=9.1e-06 eV
large-cell fit: alpha=2.8386 (cubic Madelung 2.837297)
small-cell fit, degree 1 in 1/L: E=1.61306 eV, error=-0.23656 eV
small-cell fit, degree 2 in 1/L: E=1.69713 eV, error=-0.15249 eV
```
